# Buckling Stress of a Clamped Circular Blister in a Compressed Film: test program

```python
"""Buckling of a clamped circular film blister under equi-biaxial compression.

Result under test:
    sigma_c = (j^2/12) * E/(1-nu^2) * (h/R)^2,  j = first nonzero root of J1.
E: Young's modulus, nu: Poisson ratio, h: film thickness, R: blister radius,
D = E h^3/(12(1-nu^2)): bending stiffness, x = r/R: scaled radius,
load = sigma h R^2/D: scaled compression, n: angular order of a mode.
The independent road is a polynomial Ritz calculation from the plate energy,
and a nonlinear plate calculation with relaxed in-plane displacement.
"""
import math
import numpy as np
from numpy.polynomial import Polynomial
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import j0, jn_zeros

nodes, gauss_weights = np.polynomial.legendre.leggauss(60)
x = 0.5 * (nodes + 1.0)
area_weight = 0.5 * gauss_weights * x


def sample(polynomials):
    """Values, first and second derivatives at the quadrature points."""
    return [np.array([(p.deriv(m) if m else p)(x) for p in polynomials])
            for m in range(3)]


def clamped_polynomials(n, count):
    """x^(n+2k) (1-x^2)^2: zero value and zero slope at the edge."""
    return [Polynomial([0.0] * (n + 2 * k) + [1.0, 0.0, -2.0, 0.0, 1.0])
            for k in range(count)]


def inner(a, b):
    return (a * area_weight) @ b.T


def energy_matrices(n, nu, count):
    """Full curvature energy (with nu) and squared-gradient matrices."""
    f, f1, f2 = sample(clamped_polynomials(n, count))
    radial = f2
    hoop = f1 / x - n**2 * f / x**2
    twist = n * (f1 / x - f / x**2)
    bending = (inner(radial, radial) + inner(hoop, hoop)
               + nu * (inner(radial, hoop) + inner(hoop, radial))
               + 2.0 * (1.0 - nu) * inner(twist, twist))
    gradient = inner(f1, f1) + n**2 * inner(f / x, f / x)
    return bending, gradient


def ritz(n, nu, count=7):
    loads, vectors = eigh(*energy_matrices(n, nu, count))
    return loads[0], vectors[:, 0]


def j1_series(z):
    return sum((-1)**m * (z / 2)**(2 * m + 1)
               / (math.factorial(m) * math.factorial(m + 1))
               for m in range(30))


# First nonzero root from the power series, with no earlier sign change
root = brentq(j1_series, 3.0, 4.5, xtol=1e-13)
assert all(j1_series(z) > 0 for z in np.linspace(0.01, root - 0.01, 400))
coefficient = root**2 / 12.0

# Lowest Ritz load against the root, for several Poisson ratios
poisson_values = [0.0, 0.25, 0.45]
ritz_loads = [ritz(0, value)[0] for value in poisson_values]
assert np.allclose(ritz_loads, root**2, rtol=1e-6)

# Non-axisymmetric modes: roots of J_(n+1), rising with n
mode_loads = [ritz(n, 0.25)[0] for n in range(4)]
bessel_roots = [jn_zeros(n + 1, 1)[0] for n in range(4)]
assert np.allclose(mode_loads, np.square(bessel_roots), rtol=1e-6)
assert np.all(np.diff(mode_loads) > 0)

# Mode shape from energy minimization against the Bessel form
mode_vector = ritz(0, 0.25)[1]
ritz_shape = mode_vector @ sample(clamped_polynomials(0, 7))[0]
ritz_shape = ritz_shape / mode_vector[0]


def bessel_shape(s):
    return (j0(root * s) - j0(root)) / (1.0 - j0(root))


assert np.max(np.abs(ritz_shape - bessel_shape(x))) < 1e-4
assert np.min(ritz_shape) > -1e-6

# One-function upper bound from the trial shape (1-x^2)^2
one_term_load = ritz(0, 0.25, 1)[0]
assert one_term_load > root**2


def buckled_load(deflection, nu, count=6):
    """Scaled load holding the central deflection (in units of h).

    In-plane displacement is u = (h^2/R) U(x), with U(0) = U(1) = 0.
    Stretching and deflection are iterated to mutual consistency.
    """
    bending, gradient = energy_matrices(0, nu, count)
    slopes = sample(clamped_polynomials(0, count))[1]
    in_plane = [Polynomial([0.0] * (2 * k + 1) + [1.0, 0.0, -1.0])
                for k in range(count + 2)]
    u, u1, _ = sample(in_plane)
    hoop = u / x
    stiffness = (inner(u1, u1) + inner(hoop, hoop)
                 + nu * (inner(u1, hoop) + inner(hoop, u1)))
    tension = np.zeros_like(x)
    previous = 0.0
    for _ in range(200):
        stretching = 12.0 * inner(slopes * tension, slopes)
        loads, vectors = eigh(bending + stretching, gradient)
        if abs(loads[0] - previous) < 1e-10:
            return loads[0]
        previous = loads[0]
        amplitudes = deflection * vectors[:, 0] / vectors[0, 0]
        half_slope_sq = 0.5 * (amplitudes @ slopes)**2
        force = -(u1 + nu * hoop) @ (area_weight * half_slope_sq)
        b = np.linalg.solve(stiffness, force)
        tension = b @ u1 + half_slope_sq + nu * (b @ hoop)
    raise RuntimeError("nonlinear iteration did not converge")


# Buckled branch must start at the linear threshold and rise from it
nu = 0.25
load_small, load_double = buckled_load(0.05, nu), buckled_load(0.10, nu)
branch_start = (4.0 * load_small - load_double) / 3.0
assert abs(branch_start / root**2 - 1.0) < 1e-5
load_half = buckled_load(0.5, nu)
assert root**2 < load_small < load_double < load_half

# Worked example with round model parameters, SI units inside
E, h, R, film_stress = 100e9, 1e-6, 50e-6, 500e6
D = E * h**3 / (12.0 * (1.0 - nu**2))
sigma_c = coefficient * E / (1.0 - nu**2) * (h / R)**2
strain_c = sigma_c * (1.0 - nu) / E
R_c = h * math.sqrt(coefficient * E / ((1.0 - nu**2) * film_stress))
assert abs(ritz_loads[1] * D / (h * R**2) / sigma_c - 1.0) < 1e-6
assert abs(ritz_loads[1] * D / (h * R_c**2) / film_stress - 1.0) < 1e-6

print(f"J1(3.8) from series = {j1_series(3.8):.6f}")
print(f"J1(3.9) from series = {j1_series(3.9):.6f}")
print(f"first nonzero root j of J1 = {root:.6f}")
print(f"j^2 = {root**2:.5f}")
print(f"coefficient j^2/12 = {coefficient:.5f}")
for value, load in zip(poisson_values, ritz_loads):
    print(f"Ritz load/12, Poisson ratio {value:.2f} = {load / 12:.5f}")
print(f"one-term trial load = {one_term_load:.5f}")
print(f"one-term trial load/12 = {one_term_load / 12:.5f}")
for n in range(4):
    print(f"n={n}: first root of J{n + 1} = {bessel_roots[n]:.5f}, "
          f"Ritz load/12 = {mode_loads[n] / 12:.5f}")
print(f"J0(j) = {j0(root):.6f}")
print(f"mode w/w(0) at r = R/2 = {bessel_shape(0.5):.5f}")
print(f"buckled branch start, load/12 = {branch_start / 12:.5f}")
print(f"stress/sigma_c at deflection 0.1 h = {load_double / root**2:.5f}")
print(f"stress/sigma_c at deflection 0.5 h = {load_half / root**2:.4f}")
print(f"Young's modulus E = {E / 1e9:.0f} GPa")
print(f"Poisson ratio nu = {nu:.2f}")
print(f"thickness h = {h * 1e6:.1f} micrometre")
print(f"blister radius R = {R * 1e6:.1f} micrometre")
print(f"plane-strain modulus E/(1-nu^2) = {E / (1 - nu**2) / 1e9:.3f} GPa")
print(f"bending stiffness D = {D:.4e} N m")
print(f"critical force per length = {sigma_c * h:.3f} N/m")
print(f"critical stress sigma_c = {sigma_c / 1e6:.3f} MPa")
print(f"critical misfit strain = {strain_c:.4e} (dimensionless)")
print(f"given film stress = {film_stress / 1e6:.0f} MPa")
print(f"critical radius at that stress = {R_c * 1e6:.3f} micrometre")
print("OK")
```

Output:

```
J1(3.8) from series = 0.012821
J1(3.9) from series = -0.027244
first nonzero root j of J1 = 3.831706
j^2 = 14.68197
coefficient j^2/12 = 1.22350
Ritz load/12, Poisson ratio 0.00 = 1.22350
Ritz load/12, Poisson ratio 0.25 = 1.22350
Ritz load/12, Poisson ratio 0.45 = 1.22350
one-term trial load = 16.00000
one-term trial load/12 = 1.33333
n=0: first root of J1 = 3.83171, Ritz load/12 = 1.22350
n=1: first root of J2 = 5.13562, Ritz load/12 = 2.19788
n=2: first root of J3 = 6.38016, Ritz load/12 = 3.39221
n=3: first root of J4 = 7.58834, Ritz load/12 = 4.79858
J0(j) = -0.402759
mode w/w(0) at r = R/2 = 0.48146
buckled branch start, load/12 = 1.22350
stress/sigma_c at deflection 0.1 h = 1.00518
stress/sigma_c at deflection 0.5 h = 1.1298
Young's modulus E = 100 GPa
Poisson ratio nu = 0.25
thickness h = 1.0 micrometre
blister radius R = 50.0 micrometre
plane-strain modulus E/(1-nu^2) = 106.667 GPa
bending stiffness D = 8.8889e-09 N m
critical force per length = 52.203 N/m
critical stress sigma_c = 52.203 MPa
critical misfit strain = 3.9152e-04 (dimensionless)
given film stress = 500 MPa
critical radius at that stress = 16.156 micrometre
OK
```
